**Quadratic Stark shift in an infinite quantum well**

For a particle of mass m in a hard-walled well of width L, a weak field F shifts the ground state by −C m e²F²L⁴/ħ², with C = (15 − π²)/(24π⁴) ≈ 2.19×10⁻³ and e the elementary charge. The energy is measured from the potential at the well centre, and the control parameter is f = m e F L³/ħ². The program asserts the first-order wavefunction and C symbolically, and C again from a sum over states with matrix elements found by quadrature. It solves the Airy-function wall condition for the full shift and asserts the exponents 1, 2 and 4 of mass, field and width at weak field. It also asserts the displacement of the charge, the f² onset of the error and the strong-field limit against finite-difference results or Airy roots. The output shows that the quadratic law is within one per cent at f = 10 and overestimates the shift strongly at f = 100. For the model electron and hole in a 10 nm well at 20 kV/cm, the pair shift without exciton effects is −0.541 meV in the quadratic law and −0.537 meV in the full solution.

## Check in Python

```python
"""Quadratic Stark shift of the ground state of an infinite quantum well.

Result under test, for walls at x = -L/2 and +L/2 and potential e*F*x:
    shift = -C * m * (e*F)^2 * L^4 / hbar^2,  C = (15 - pi^2) / (24 pi^4)
m: mass, F: field, L: width, e: elementary charge.
Control parameter: f = m*e*F*L^3/hbar^2 (weak field means small f).
In the code, kin = hbar^2/m (meV nm^2), force = e*F (meV/nm), width in nm.
With kin = width = 1 the same functions work in dimensionless units.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros

mp.mp.dps = 30
C = (15 - np.pi**2) / (24 * np.pi**4)


def grid_ground_state(kin, force, width, points=1999):
    """Lowest level and mean position from finite differences."""
    step = width / (points + 1)
    x = -width / 2 + step * np.arange(1, points + 1)
    diagonal = kin / step**2 + force * x
    off_diagonal = np.full(points - 1, -kin / (2 * step**2))
    energy, vector = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, 0))
    weight = vector[:, 0]**2
    return energy[0], np.sum(weight * x) / np.sum(weight)


def exact_shift(kin, force, width):
    """Ground-state shift from the Airy-function wall condition."""
    start = grid_ground_state(kin, force, width)[0]
    k, g, w = mp.mpf(kin), mp.mpf(force), mp.mpf(width)
    inverse_length = mp.cbrt(2 * g / k)

    def wall_condition(energy):
        left = inverse_length * (-w / 2 - energy / g)
        right = inverse_length * (w / 2 - energy / g)
        return (mp.airyai(left) * mp.airybi(right)
                - mp.airyai(right) * mp.airybi(left))

    scale = kin / width**2
    energy = mp.findroot(wall_condition,
                         (mp.mpf(start), mp.mpf(start + 1e-5 * scale)),
                         tol=mp.mpf("1e-22"))
    # The grid level is the lowest one, so the root must lie beside it.
    assert abs(float(energy) - start) < 1e-3 * scale
    return float(energy - mp.pi**2 * k / (2 * w**2))


def quadratic_shift(kin, force, width):
    return -C * force**2 * width**4 / kin


# Symbolic check of the first-order function and of the coefficient.
s = sp.symbols("s", real=True)
half = sp.Rational(1, 2)
u0 = sp.sqrt(2) * sp.cos(sp.pi * s)
u1 = sp.sqrt(2) * ((s**2 / (2 * sp.pi) - 1 / (8 * sp.pi)) * sp.sin(sp.pi * s)
                   + s * sp.cos(sp.pi * s) / (2 * sp.pi**2))
assert sp.simplify(sp.diff(u1, s, 2) + sp.pi**2 * u1 - 2 * s * u0) == 0
assert sp.simplify(u1.subs(s, half)) == 0
assert sp.simplify(u1.subs(s, -half)) == 0
assert sp.simplify(u1 + u1.subs(s, -s)) == 0
second_order = sp.integrate(sp.expand(u0 * s * u1), (s, -half, half))
assert abs(float(sp.N(second_order, 25)) + C) < 1e-14

# Sum over states, with matrix elements by quadrature.
terms = []
for n in range(2, 15):
    element = quad(lambda t: 2 * t * np.sin(n * np.pi * (t + 0.5))
                   * np.sin(np.pi * (t + 0.5)), -0.5, 0.5,
                   epsabs=1e-13, limit=200)[0]
    closed = 8 * n / (np.pi**2 * (n**2 - 1)**2) if n % 2 == 0 else 0.0
    assert abs(abs(element) - closed) < 1e-10
    terms.append(element**2 / (np.pi**2 * (n**2 - 1) / 2))
assert abs(sum(terms) / C - 1) < 1e-6
share_second_level = terms[0] / C

# Measured exponents of mass, field and width at weak field.
kin_free = const.hbar**2 / const.m_e / const.e * 1e3 * 1e18
base_mass, base_force, base_width = 0.07, 0.2, 5.0
base = exact_shift(kin_free / base_mass, base_force, base_width)
assert abs(base / quadratic_shift(kin_free / base_mass, base_force,
                                  base_width) - 1) < 1e-5
exponent_mass = np.log2(exact_shift(
    kin_free / (2 * base_mass), base_force, base_width) / base)
exponent_field = np.log2(exact_shift(
    kin_free / base_mass, 2 * base_force, base_width) / base)
exponent_width = np.log2(exact_shift(
    kin_free / base_mass, base_force, 2 * base_width) / base)
assert abs(exponent_mass - 1) < 2e-4
assert abs(exponent_field - 2) < 2e-4
assert abs(exponent_width - 4) < 2e-4

# Displacement of the charge at weak field, from the grid wavefunction.
weak_f = 0.2
grid_position = grid_ground_state(1.0, weak_f, 1.0)[1]
assert abs(grid_position / (-2 * C * weak_f) - 1) < 1e-3

# The relative error of the quadratic law starts as f squared.
f_values = [1.0, 2.0, 5.0, 10.0, 20.0, 50.0, 100.0]
ratios = [exact_shift(1.0, f, 1.0) / quadratic_shift(1.0, f, 1.0)
          for f in f_values]
error_coefficient = 1 - ratios[0]
assert abs((1 - ratios[1]) / 4 / error_coefficient - 1) < 0.02

# Strong field: the state of a triangular well against one wall.
strong_f = 1000.0
airy_zero = -ai_zeros(1)[0][0]
triangular = -strong_f / 2 + airy_zero * (strong_f**2 / 2)**(1 / 3)
strong_grid = grid_ground_state(1.0, strong_f, 1.0)[0]
assert abs(strong_grid - triangular) < 0.01

# Worked example with round model parameters.
field_kv_cm, width_nm = 20.0, 10.0
force = field_kv_cm * 1e5 * 1e-9 * 1e3
masses = {"electron": 0.07, "hole": 0.40}
print(f"coefficient C: {C:.6e}")
print(f"share of level n=2 in C: {share_second_level:.5f}")
print(f"measured exponent of mass: {exponent_mass:.5f}")
print(f"measured exponent of field: {exponent_field:.5f}")
print(f"measured exponent of width: {exponent_width:.5f}")
print(f"relative error of quadratic law / f^2: {error_coefficient:.3e}")
for f, ratio in zip(f_values, ratios):
    print(f"f = {f:.0f}: exact/quadratic shift = {ratio:.5f}")
print(f"first Airy zero, magnitude: {airy_zero:.4f}")
print(f"f = {strong_f:.0f}: grid energy = {strong_grid:.3f} hbar^2/(mL^2)")
print(f"f = {strong_f:.0f}: triangular = {triangular:.3f} hbar^2/(mL^2)")
print(f"hbar^2/m0: {kin_free:.4f} meV nm^2")
print(f"field: {field_kv_cm:.0f} kV/cm, width: {width_nm:.0f} nm")
print(f"force eF: {force:.3f} meV/nm")
print(f"potential drop eFL: {force * width_nm:.2f} meV")
total_quadratic = total_exact = 0.0
for name, mass in masses.items():
    kin = kin_free / mass
    quadratic = quadratic_shift(kin, force, width_nm)
    exact = exact_shift(kin, force, width_nm)
    total_quadratic += quadratic
    total_exact += exact
    print(f"{name} mass: {mass:.2f} m0")
    print(f"{name} hbar^2/(mL^2): {kin / width_nm**2:.4f} meV")
    print(f"{name} zero-field energy: "
          f"{np.pi**2 * kin / (2 * width_nm**2):.3f} meV")
    print(f"{name} f: {force * width_nm**3 / kin:.4f}")
    print(f"{name} quadratic shift: {quadratic:.5f} meV")
    print(f"{name} exact shift: {exact:.5f} meV")
kin_electron = kin_free / masses["electron"]
displacement = -2 * C * force * width_nm**4 / kin_electron
grid_displacement = grid_ground_state(kin_electron, force, width_nm)[1]
assert abs(grid_displacement / displacement - 1) < 0.01
print(f"electron displacement, formula: {displacement:.5f} nm")
print(f"electron displacement, grid: {grid_displacement:.5f} nm")
print(f"interband quadratic shift: {total_quadratic:.4f} meV")
print(f"interband exact pair shift: {total_exact:.4f} meV")
for width in (5.0, 10.0, 20.0, 40.0):
    print(f"electron, L = {width:.0f} nm: "
          f"f = {force * width**3 / kin_electron:.3f}, quadratic = "
          f"{quadratic_shift(kin_electron, force, width):.5f} meV, exact = "
          f"{exact_shift(kin_electron, force, width):.5f} meV")
print("done: every assertion held")
```

Printed output:

```
coefficient C: 2.194523e-03
share of level n=2 in C: 0.99868
measured exponent of mass: 1.00000
measured exponent of field: 2.00000
measured exponent of width: 4.00000
relative error of quadratic law / f^2: 8.095e-05
f = 1: exact/quadratic shift = 0.99992
f = 2: exact/quadratic shift = 0.99968
f = 5: exact/quadratic shift = 0.99799
f = 10: exact/quadratic shift = 0.99206
f = 20: exact/quadratic shift = 0.96993
f = 50: exact/quadratic shift = 0.85981
f = 100: exact/quadratic shift = 0.68137
first Airy zero, magnitude: 2.3381
f = 1000: grid energy = -314.425 hbar^2/(mL^2)
f = 1000: triangular = -314.424 hbar^2/(mL^2)
hbar^2/m0: 76.1996 meV nm^2
field: 20 kV/cm, width: 10 nm
force eF: 2.000 meV/nm
potential drop eFL: 20.00 meV
electron mass: 0.07 m0
electron hbar^2/(mL^2): 10.8857 meV
electron zero-field energy: 53.719 meV
electron f: 1.8373
electron quadratic shift: -0.08064 meV
electron exact shift: -0.08062 meV
hole mass: 0.40 m0
hole hbar^2/(mL^2): 1.9050 meV
hole zero-field energy: 9.401 meV
hole f: 10.4987
hole quadratic shift: -0.46079 meV
hole exact shift: -0.45677 meV
electron displacement, formula: -0.08064 nm
electron displacement, grid: -0.08060 nm
interband quadratic shift: -0.5414 meV
interband exact pair shift: -0.5374 meV
electron, L = 5 nm: f = 0.230, quadratic = -0.00504 meV, exact = -0.00504 meV
electron, L = 10 nm: f = 1.837, quadratic = -0.08064 meV, exact = -0.08062 meV
electron, L = 20 nm: f = 14.698, quadratic = -1.29022 meV, exact = -1.26857 meV
electron, L = 40 nm: f = 117.586, quadratic = -20.64359 meV, exact = -13.05373 meV
done: every assertion held
```
